Phonon mean free path of silicon from the gray kinetic formula

**Data and model**

Silicon near 300 K is described by a volumetric heat capacity C = 1.66 MJ/m³K, a sound speed v = 6400 m/s and a thermal conductivity k = 148 W/mK. In the gray model all phonons have the same speed v and the same scattering rate 1/τ, whatever their frequency ω. The medium is isotropic, and scattering drives the phonon occupation n towards the Bose function n₀ at the local temperature T.

The algebra uses atomic units with ħ = 1, so a phonon of frequency ω has energy ω; Boltzmann's constant k_B is kept. Heat flows along z, and μ is the cosine of the angle between a phonon's velocity and the z axis.

**Part (a). Show that the mean distance a phonon travels between scattering events is Λ = vτ.**

*Answer.* Let P(t) be the probability that a phonon has not scattered up to time t. In the next interval dt a fraction dt/τ of the survivors scatters, so

dP/dt = −P/τ, with P(0) = 1, which gives P(t) = exp(−t/τ).

The probability that the flight ends between t and t + dt is −dP = exp(−t/τ) dt/τ. With s = t/τ, the mean flight time is

⟨t⟩ = ∫₀^∞ t exp(−t/τ) dt/τ = τ ∫₀^∞ s exp(−s) ds = τ.

The speed is the same on every flight, so the mean path is Λ = v⟨t⟩ = vτ. Individual paths follow an exponential distribution with this mean, even in the gray model.

**Part (b). The temperature rises along z with a small constant gradient G = dT/dz. Solve the steady Boltzmann equation for n to first order in G, and state when this is sufficient.**

*Answer.* Phonons drift along z with velocity vμ. In a steady state the change by drift balances the change by scattering:

vμ dn/dz = −(n − n₀)/τ, or Λμ dn/dz + n = n₀(T(z)).

Take μ > 0, divide by Λμ and multiply by exp(z/Λμ). The left side becomes a total derivative:

d/dz [n exp(z/Λμ)] = n₀ exp(z/Λμ)/(Λμ).

Integrate from far upstream to z, and replace the earlier position z′ by s = (z − z′)/(Λμ):

n(z, μ) = ∫₀^∞ exp(−s) n₀(T(z − Λμs)) ds.

For μ < 0 the phonons come from larger z. Integrating from that side gives the same expression. A phonon seen at z thus carries the temperature of the place where it last scattered, a distance Λs back along its path, weighted by the survival probability of part (a).

With T(z − Λμs) = T − GΛμs, expand n₀ to first order and use ∫₀^∞ s exp(−s) ds = 1:

n = n₀ − Λμ G dn₀/dT.

The minus sign means that phonons moving towards higher temperature (μ > 0) come from the colder side and are fewer than in equilibrium. The correction is odd in μ, so it averages to zero over directions. The energy density therefore keeps its equilibrium value, as it must if scattering conserves energy.

The expansion is good when the temperature change over one path, ΛG, is small compared with the temperature range over which n₀ changes appreciably. It also requires many mean free paths between the point considered and any wall, since the integral was extended to infinity.

**Part (c). Derive the thermal conductivity.**

*Answer.* Let g(ω) be the number of modes per volume and frequency interval, all polarizations included. In an isotropic medium the fraction of modes with direction cosine between μ and μ + dμ is dμ/2. Each phonon carries energy ω with velocity vμ along z, so the heat flux is

q = ∫ dω g(ω) ω · ½ ∫₋₁¹ vμ n dμ.

The term n₀ does not depend on μ, and ∫₋₁¹ μ dμ = 0, so it carries no flux. The second term gives

q = −vΛG · ½ ∫₋₁¹ μ² dμ · ∫ dω g(ω) ω dn₀/dT.

One factor μ comes from the velocity component and the other from the imbalance of the occupation. The angular factor is

½ ∫₋₁¹ μ² dμ = ½ · (2/3) = 1/3.

The energy density in equilibrium is ∫ dω g ω n₀, so the last integral is its temperature derivative, the heat capacity C. Hence

q = −(1/3) C v Λ G.

Comparison with Fourier's law, q = −kG, gives

k = C v Λ/3.

No ħ is left in this formula, so it holds in any consistent set of units.

The linearization can be tested by inserting the full integral of part (b) into the flux. For this test the modes follow a Debye spectrum with three branches of speed v and a rough atomic density of 50 per nm³. Its cutoff energy is 0.0605 eV. With a temperature rise of 0.1 K per mean free path and the Λ found in part (d), the full integral gives k = 142.5 W/mK, and so does C v Λ/3 with the Debye heat capacity. That heat capacity is 1.60 MJ/m³K, a little below the given 1.66 MJ/m³K, which is why this k lies below 148 W/mK.

**Part (d). Show that the silicon data give a mean free path of 42 nm. Find also the mean free time and the thermal diffusivity.**

*Answer.* Solve the result of part (c) for the path:

Λ = 3k/(C v).

The unit of C v is (J/m³K)(m/s) = W/m²K. Dividing W/mK by W/m²K leaves a length in metres, as required. The numbers are

3k = 3 × 148 = 444 W/mK,

C v = 1.66×10⁶ × 6400 = 1.062×10¹⁰ W/m²K,

Λ = 444/(1.062×10¹⁰) m = 41.8 nm.

This rounds to 42 nm, or 418 angstrom before rounding. The mean free time is

τ = Λ/v = 6.53 ps,

and the thermal diffusivity is

D = k/C = 148/(1.66×10⁶) m²/s = 0.892 cm²/s.

Since Λ is proportional to k and inversely proportional to C and v, a speed 10 percent higher, at fixed k and C, would lower Λ by about 9 percent. Part (g) shows that the choice of heat capacity and speed matters much more than the rounding of the data.

**Part (e). Confirm the factor 1/3 by treating phonon motion as a random walk.**

*Answer.* Let each flight have a random direction and an exponentially distributed duration t. Its displacement along z is vμt. Direction and duration are independent, so the mean square displacement per flight is

v² ⟨μ²⟩ ⟨t²⟩ = v² · (1/3) · 2τ² = 2Λ²/3,

where ⟨t²⟩ = τ² ∫₀^∞ s² exp(−s) ds = 2τ². Different flights are uncorrelated and have zero mean, so the cross terms vanish when the displacements are added and squared. After N flights ⟨z²⟩ = 2NΛ²/3, while the mean elapsed time is Nτ. In one dimension diffusion obeys ⟨z²⟩ = 2D × time, hence

D = (2NΛ²/3)/(2Nτ) = Λ²/(3τ) = vΛ/3.

The energy density changes by C dT when the temperature changes by dT. The diffusive energy flux is therefore −D C dT/dz, so k = C D = C v Λ/3, as before.

The factor 2 in ⟨t²⟩ is essential. If all flights had the same duration τ, then ⟨t²⟩ would be τ² and D would be vΛ/6. Long flights contribute more to the spreading than their number suggests.

A simulated walk of 200 000 phonons with 20 flights each, using Λ = 41.8 nm, gives k = 147.7 W/mK. The difference from 148 W/mK is 0.2 percent, within the statistical error of roughly √(2/200 000) ≈ 0.3 percent.

**Part (f). A silicon film of thickness L lies between two walls that absorb every arriving phonon and emit phonons in equilibrium at the wall temperature. Find its effective conductivity across the film for L ≪ Λ. Then estimate it for L = 100 nm.**

*Answer.* Let the walls differ by a small temperature ΔT, and define k_eff = qL/ΔT. Measure the excess phonon energy in each direction by I, scaled so that I = 1 for phonons from the hot wall and I = 0 for phonons from the cold wall. For L ≪ Λ phonons cross without scattering, so I = 1 for μ > 0 and I = 0 for μ < 0. The flux is

q = C v ΔT · ½ ∫₀¹ μ dμ = C v ΔT/4.

Therefore

k_eff = C v L/4, or k_eff/k = 3L/(4Λ) for L ≪ Λ.

The conductivity is now proportional to thickness and is no longer a material property. The flux itself stays finite as L goes to zero, whereas Fourier's law with the bulk k would let it grow without limit.

At L = 100 nm the ratio L/Λ is 100/41.8 = 2.39, so neither limit applies. A simple interpolation adds the thermal resistances per area of the two limits, L/k and 4/(C v):

L/k_eff = L/k + 4/(C v).

Multiply by k/L and use k/(C v) = Λ/3:

k/k_eff = 1 + 4Λ/(3L) = 1 + 4 × 41.8/300 = 1.557,

so k_eff/k ≈ 0.64. Adding the resistances is an approximation, because scattering and wall emission are not independent processes in series.

The gray Boltzmann equation can be solved numerically instead. With ξ = z/Λ and the scaled local temperature θ it reads

μ dI/dξ = θ − I, θ = ½ ∫₋₁¹ I dμ.

The second equation expresses energy conservation in scattering: as much energy is emitted at each point as is absorbed. The boundary conditions are I = 1 at the hot wall for μ > 0 and I = 0 at the cold wall for μ < 0. The solution for 100 nm is k_eff/k = 0.628, or 93 W/mK. The interpolation is about 2 percent higher.

For a slab 12 mean free paths thick, the same numerical method gives a midplane flux equal to 0.3334 C v Λ times the local temperature gradient. Apart from the last digit, which reflects the finite grid, this agrees with the bulk factor 1/3, obtained here without prescribing the temperature profile or expanding in its gradient.

**Part (g). Optical phonons store heat but carry little of it, and acoustic phonons slow down at short wavelength. Estimate how this changes the mean free path inferred from the same k.**

*Answer.* Give each mode i its own heat capacity per volume cᵢ, speed vᵢ and path Λᵢ. The derivation in part (c) applies to each mode separately, so

k = (1/3) Σ cᵢ vᵢ Λᵢ.

As a rough model, take three equal acoustic branches and let the optical modes carry no heat. Let x be the wavenumber divided by its maximum Q, and set

ω = ω_m sin(πx/2).

The primitive cell of silicon holds two atoms, so 50 atoms per nm³ make 25 cells per nm³. Each branch has one mode per cell. Counting the modes in a sphere of radius Q gives

(4π/3) Q³/(2π)³ = 25 nm⁻³, so Q³ = 6π² × 25 nm⁻³ and Q = 11.4 nm⁻¹.

The slope at long wavelength, πω_m/(2Q), must equal the sound speed v. This fixes ω_m = 2vQ/π, an energy of 0.0306 eV. The group speed is then

dω/d(Qx) = v cos(πx/2),

which falls to zero at the shortest wavelength. The number of modes between x and x + dx is proportional to x² dx, so most modes lie where the speed is low. If all modes had equal heat capacity, the mean speed would be

v ∫₀¹ 3x² cos(πx/2) dx = v (6/π − 48/π³) ≈ 0.36 v,

where the integral follows from integrating by parts twice. The Bose function at 300 K gives the fast low-frequency modes slightly more weight. The mean speed weighted by heat capacity is then 2357 m/s, or 0.37 v. The acoustic heat capacity in this model is 0.944 MJ/m³K.

If all acoustic modes share one path Λ′, then k = C_ac v_mean Λ′/3, where C_ac is the acoustic heat capacity and v_mean the weighted mean speed. Hence

Λ′ = 444/(0.944×10⁶ × 2357) m = 200 nm.

The ratio to the gray value separates into two factors:

Λ′/Λ = (C/C_ac)(v/v_mean) = 1.76 × 2.72 ≈ 4.8.

The first factor removes heat capacity that carries no heat, and the second replaces the sound speed by the slower mean group speed. The gray formula overestimates the product of heat capacity and speed, so it must assign a shorter path to reach the same conductivity.

**Part (h). In the model of part (g), let τ = A/ω² instead of a common path. Which paths carry the heat, and is the particle picture justified?**

*Answer.* The path of a mode is now

Λ(x) = v cos(πx/2) · A/[ω_m² sin²(πx/2)].

It falls steadily with x, because the cosine decreases and the sine increases. The heat carried between x and x + dx is proportional to the mode heat capacity c(x) times

x² · (group speed)² · τ ∝ x² cos²(πx/2)/sin²(πx/2).

The constant A follows from the condition that the total must equal 148 W/mK. In this model half the heat is carried by phonons with paths above 476 nm, and 97 percent by phonons with paths above the gray value of 41.8 nm. The gray path is therefore an effective parameter that reproduces k with the chosen C and v. It is not the typical path of the heat carriers in this model.

The long paths form a slowly decreasing tail. For small x the heat per interval dx tends to a constant, because x²/sin²(πx/2) tends to 4/π². The share carried by modes below x is then proportional to x, while Λ grows as 1/x². The share carried by paths longer than Λ thus falls as 1/√Λ: halving it requires a path four times as long.

The average of Λ weighted by cᵢvᵢ remains 200 nm, whatever the scattering law, as long as k, the heat capacities and the speeds are fixed. This follows directly from the mode sum in part (g). The median of 476 nm weights each mode by the heat it carries, which contains a further factor Λᵢ and so shifts weight towards long paths. In this model the shift carries the median well past 200 nm; for other distributions of paths the median need not exceed this average.

The Boltzmann equation treats phonons as particles, which requires a path much longer than the wavelength. The mode at the median has a wavelength of 1.92 nm, about 250 times shorter than its path, so the condition is well met there. It is not guaranteed for modes near x = 1, where the path in this model goes to zero, but these modes carry little heat.

**Part (i). What do these results mean for a real silicon device?**

*Answer.* The given C and k are typical of undoped crystalline silicon near room temperature, and 6400 m/s lies between its transverse and longitudinal sound speeds. The gray result of 42 nm is thus a fair translation of bulk data into the gray model. Real silicon has unequal acoustic branches: the transverse ones flatten at lower energy than the longitudinal one. The values 200 nm and 476 nm are therefore estimates of size, not predictions for silicon.

The heat capacity and speed used to infer the path from k matter when a device layer is thin. In the common-path model of part (g) all modes obey the same scaled equation as in part (f), with Λ replaced by Λ′. The interpolation for a 100 nm film with the same absorbing walls then gives

k_eff/k ≈ 1/(1 + 4 × 200/300) ≈ 0.27,

or about 40 W/mK, instead of the gray 95 W/mK from the same interpolation (93 W/mK from the numerical solution). Both models have the same bulk conductivity, yet their film conductivities differ by more than a factor of two. A bulk k alone therefore does not fix the heat flow through a thin layer. Walls that reflect some phonons would change both numbers.

Devices can also run above room temperature. At high temperature the number of phonons in a mode is about k_B T/ω. If the scattering rate grows in proportion to this number, Λ varies as 1/T. From 300 K to 400 K the gray path would fall to

41.8 × 300/400 = 31 nm.

This is a rough upper estimate for pure bulk silicon, where phonon-phonon scattering dominates. In doped or thin layers, impurity and boundary scattering change little with temperature, so the path there can fall by less than 1/T. At these temperatures the higher-frequency modes are not yet fully in the classical limit, and their phonon number grows faster than T, so under the same assumption their paths would shorten more.

Values computed for the example and the checks

```
Heat capacity C: 1.66 MJ/m3K
Phonon speed v: 6400 m/s
Conductivity k: 148 W/mK
Temperature: 300 K
Product C v: 1.0624e+10 W/m2K
Three times k: 444 W/mK
Gray mean free path: 41.8 nm
Gray mean free path, converted: 418 angstrom
Mean free time: 6.53 ps
Thermal diffusivity k/C: 0.892 cm2/s
Atomic density (rough): 50 per nm3
Debye cutoff energy: 0.0605 eV
Debye heat capacity: 1.60 MJ/m3K
Ray test, temperature rise per path: 0.1 K
Ray test, k from ray solution: 142.536 W/mK
Ray test, k from formula: 142.536 W/mK
Random walk, walkers: 200000 (number)
Random walk, flights each: 20 (number)
Random walk, k: 147.7 W/mK
Thick slab, thickness: 12 mean free paths
Thick slab, k/(C v L): 0.3334 (ratio)
Film thickness: 100 nm
Film k over bulk k, gray: 0.628 (ratio)
Film k, gray: 93 W/mK
Acoustic cutoff energy: 0.0306 eV
Acoustic heat capacity: 0.944 MJ/m3K
Mean acoustic group speed: 2357 m/s
Path increase from capacity: 1.76 (factor)
Path increase from speed: 2.72 (factor)
Path increase, total: 4.77 (factor)
Common path with dispersion: 200 nm
Half the heat has paths above: 476 nm
Heat share above gray path: 96.9 percent
Wavelength of median mode: 1.92 nm
Hot operating temperature: 400 K
Gray path there, 1/T assumed: 31 nm
```
